# Absolute-field velocity laws and the curvature jump at zero drain bias

Exchange the source and drain of a symmetric transistor and its current changes sign but not size. If the source is held at $-V/2$ and the drain at $+V/2$, with gate and body fixed, the current is therefore an odd function of the drain bias: $I(-V)=-I(V)$. Its second derivative is odd too. An odd function that is continuous at the origin must vanish there, so $I''(0)$ is either zero or undefined. If $I''$ has limits on the two sides of the origin, they are opposite.

The velocity law sets the size of those limits. Velocity saturation enters through a critical field $E_c$, and a channel of length $L$ turns it into a voltage $V_c=E_cL$. With zero-bias conductance $G$, the first correction to Ohm's law in the channel treated below is $GV|V|/V_c$ for one velocity law and $GV^3/V_c^2$ for another, each times a number. Both are odd. The first has a second derivative that jumps by a multiple of $G/V_c$; the second is smooth. The velocity-field law decides which appears.

## The channel and two velocity laws

Let $x$ run from source to drain, and let $u(x)$ be the channel potential, meaning the quasi-Fermi potential of the electrons, whose gradient drives drift and diffusion together. Write $E=du/dx$ for this gradient, called the field below. The mobile charge per area has magnitude $Q(u)>0$, and the electron velocity $v$ is positive towards the drain. The conventional current from drain to source is then

$$I=WQ(u)\,v(E),\qquad V=\int_0^L E\,dx ,$$

where $W$ is the channel width. In a steady state without leakage, $I$ is the same at every $x$.

The two laws belong to one family,

$$v=\frac{\mu E}{\left(1+|E/E_c|^n\right)^{1/n}},\qquad n=1\ \text{or}\ 2 .$$

Both have low-field mobility $\mu$ and saturation velocity $v_{\rm sat}=\mu E_c$, and these are held equal in every comparison below. Both are also odd in $E$, so neither violates the exchange symmetry. They differ in smoothness. At small field,

$$v\simeq\mu E\left(1-\frac{|E|}{E_c}\right)\ (n=1),\qquad
v\simeq\mu E\left(1-\frac{E^2}{2E_c^2}\right)\ (n=2).$$

The product $E|E|$ equals $E^2$ for positive field and $-E^2$ for negative field. Its slope $2|E|$ is continuous, but its second derivative jumps from $-2$ to $+2$.

It remains to see whether this defect survives integration along a channel whose charge varies from place to place. It does. Since $Q>0$ and $v$ has the sign of $E$, a constant $I$ forces $E$ to have one sign everywhere. When $V$ passes through zero, the field reverses at all points together, so there is no spread of reversal voltages to blur the jump.

## The first-power law

For $n=1$, multiply the current equation by the denominator of the velocity law:

$$I\left(1+\frac{|E|}{E_c}\right)=W\mu Q(u)E .$$

Integrate from $x=0$ to $L$. On the left, $I$ is constant, and because $E$ has one sign, $\int|E|\,dx=|V|$. On the right, $E\,dx=du$. Hence

$$I\left(L+\frac{|V|}{E_c}\right)=W\mu\int_{u_s}^{u_d}Q\,du,$$

$$I=\frac{W\mu}{L}\,\frac{\int_{u_s}^{u_d}Q\,du}{1+|V|/V_c},$$

where $u_s$ and $u_d$ are the end potentials. The absolute field has become the absolute drain bias, whatever the shape of the positive charge $Q(u)$. The result holds as long as $|I|<WQv_{\rm sat}$ at every point, since beyond that the velocity law has no solution for $E$. The condition is always met near zero bias; for the device of the numerical section it fails at about 0.74 V under symmetric bias and 0.57 V with the source fixed.

Take the usual linear charge $Q=C_{ox}(V_{ov}-mu)$, with oxide capacitance per area $C_{ox}$, gate overdrive $V_{ov}$ and body factor $m$. Let $Q_0=C_{ox}V_{ov}$ and $G=W\mu Q_0/L$. Between $-V/2$ and $V/2$ the part of $Q$ linear in $u$ integrates to zero, so $\int Q\,du=Q_0V$ and

$$I=\frac{GV}{1+|V|/V_c}.$$

For $V>0$ the derivatives are

$$I'=\frac{G}{(1+V/V_c)^2},\qquad I''=-\frac{2G}{V_c}\frac{1}{(1+V/V_c)^3}.$$

For $V<0$, replace $|V|$ by $-V$. The slope becomes $G/(1-V/V_c)^2$ and the second derivative $+(2G/V_c)/(1-V/V_c)^3$. Both slopes tend to $G$, but

$$I''(0^+)-I''(0^-)=-\frac{2G}{V_c}-\frac{2G}{V_c}=-\frac{4G}{V_c}.$$

The jump does not depend on the symmetric bias. Hold the source at $u=0$ and raise the drain to $V$. The charge integral is now

$$\int_0^VQ\,du=Q_0\left(V-\frac{mV^2}{2V_{ov}}\right).$$

Multiplying by $1-|V|/V_c$ and keeping second order,

$$I=G\left(V-\frac{mV^2}{2V_{ov}}-\frac{V|V|}{V_c}\right)+O(V^3),$$

$$I''(0^\pm)=-\frac{Gm}{V_{ov}}\mp\frac{2G}{V_c}.$$

The first term describes the loss of channel charge as the drain rises. It is the same on both sides and cancels from the difference.

## The square-root law

For $n=2$ the current equation is

$$I\sqrt{1+(E/E_c)^2}=W\mu QE .$$

Square it and collect the terms in $E^2$:

$$I^2=E^2\left[(W\mu Q)^2-(I/E_c)^2\right].$$

The bracket is positive as long as $|I|<WQv_{\rm sat}$ at every point. Since $E$ and $I$ have the same sign, the positive root gives

$$E=\frac{I}{\sqrt{(W\mu Q)^2-(I/E_c)^2}} .$$

Use $L=\int dx=\int du/E$ and multiply by $I$:

$$IL=\int_{-V/2}^{V/2}\sqrt{(W\mu Q)^2-(I/E_c)^2}\;du .$$

No absolute value remains. Near $I=V=0$ the quantity under the root is close to $(W\mu Q_0)^2$, well away from zero, so the root is an analytic function of $I$ and $u$ for the linear charge. Move everything to one side and call the result $F(V,I)$. Its derivative with respect to $I$ at the origin is $L$, because the integral there has zero range. As $L\neq0$, the implicit function theorem gives a single analytic solution $I(V)$ through the origin. The physical current is this solution, since $|v|\le\mu|E|$ makes $|I|$ no larger than $W\mu Q_{\max}|V|/L$, which vanishes with $V$. None of its derivatives can jump at $V=0$. With the source fixed only the integration limits change, and the argument is the same.

The leading correction follows by expanding the root:

$$\sqrt{(W\mu Q)^2-(I/E_c)^2}=W\mu Q-\frac{I^2}{2E_c^2W\mu Q}+O(I^4).$$

Under symmetric bias $\int Q\,du=Q_0V$ and $\int du/Q=V/Q_0+O(V^3)$. Divide by $L$ and use $W\mu Q_0=GL$:

$$I=GV-\frac{I^2V}{2GV_c^2}+O(V^5).$$

Replacing $I$ by $GV$ in the small term gives

$$I=GV\left(1-\frac{V^2}{2V_c^2}\right)+O(V^5),\qquad
I''\simeq-\frac{3GV}{V_c^2},\qquad I'''(0)=-\frac{3G}{V_c^2}.$$

A square root is not in itself the cure, for $|E|=\sqrt{E^2}$ is also one. That root has its singular point at $E=0$, where the device passes through zero bias. In $\sqrt{1+(E/E_c)^2}$ the added 1 moves the singular points to the imaginary fields $\pm iE_c$, which no real bias reaches.

## Other exponents

The same algebra with general $n>0$ gives

$$IL=\int_{-V/2}^{V/2}\left[(W\mu Q)^n-|I/E_c|^n\right]^{1/n}du .$$

Expand the bracket to first order in $|I/E_c|^n$ and insert $I\simeq GV$. Since $G|V|/(E_cW\mu Q_0)=|V|/V_c$,

$$I\simeq GV\left(1-\frac1n\left|\frac{V}{V_c}\right|^n\right).$$

Two derivatives of $V|V|^n$ give $n(n+1)\,\mathrm{sgn}(V)|V|^{n-1}$, so to leading order

$$I''\simeq-(n+1)\,G\,\mathrm{sgn}(V)\frac{|V|^{n-1}}{V_c^{\,n}} .$$

At $n=1$ this is the finite jump. For $n<1$ it diverges at the origin. For $1<n<2$ it goes to zero, but with infinite slope, so the trouble moves to the third derivative. At $n=3$ it is proportional to $V|V|$, and the fourth derivative of the current jumps. The leading term is smooth when $n$ is an even integer and for no other positive $n$. A continuous second derivative is thus a weaker property than a smooth current.

## Numbers for a short silicon channel

Take $L=180$ nm, $W=1$ µm, a 4 nm oxide, $V_{ov}=1$ V, $m=1.2$, $\mu=300$ cm²/Vs and $v_{\rm sat}=10^7$ cm/s. Then $E_c=v_{\rm sat}/\mu=33.3$ kV/cm and $V_c=0.600$ V. With oxide permittivity 3.9 times that of vacuum, $Q_0=0.863$ µC/cm², and

$$G=\frac{1}{0.18}\times300\times0.863\times10^{-6}\ \text{S}=1.44\ \text{mS}.$$

The limits for $n=1$ are $\mp2G/V_c=\mp2(1.439)/0.600=\mp4.80$ mS/V, a jump of $-9.59$ mS/V. With the source fixed, the charge term is $-1.439\times1.2/1=-1.73$ mS/V, and the limits become $+3.07$ on the left and $-6.52$ on the right. Their difference is again $-9.59$ mS/V. For $n=2$ with the source fixed, both limits are $-1.73$ mS/V.

The currents behind the next figures were found without the integrated formulas: the velocity law was solved for $E$ by Newton iteration at quadrature points in $u$, and $I$ was adjusted until $\int du/E=L$. Finite differences of these currents, under symmetric bias, give:

| $V$ (mV) | $I''$, $n=1$ (mS/V) | $I''$, $n=2$ (mS/V) |
|---:|---:|---:|
| −50 | +3.77 | +0.590 |
| −1 | +4.77 | +0.012 |
| +1 | −4.77 | −0.012 |
| +50 | −3.77 | −0.590 |

At 100 mV the currents are 123 µA for $n=1$ and 142 µA for $n=2$. The field for $n=1$ rises from 5.2 kV/cm at the source to 6.0 kV/cm at the drain, where there is less charge to carry the same current.

Smoothness does not depend on treating the field point by point. If $E$ in the square-root denominator is replaced by its mean $V/L$, the current becomes $GV/\sqrt{1+(V/V_c)^2}$, which is also smooth. At 100 mV it differs from the full $n=2$ result by about 2 parts in $10^5$.

A central second difference at $V=0$ misses the jump under symmetric bias: $[I(h)-2I(0)+I(-h)]/h^2$ vanishes for any odd current. The central third difference reveals it. For odd $I$ it reduces to $[I(2h)-2I(h)]/h^3$, and inserting $I=G(V-V^2/V_c+V^3/V_c^2)$ for $V>0$ gives

$$\frac{I(2h)-2I(h)}{h^3}\simeq-\frac{2G}{V_ch}+\frac{6G}{V_c^2}.$$

It grows without limit as the step shrinks. The computed values are $-2374$ mS/V² at $h=2$ mV and $-4772$ mS/V² at 1 mV. For $n=2$ both steps give $-11.99$ mS/V², equal to $-3G/V_c^2$.

## What the jump does to distortion

Drive the channel symmetrically with $V=A\sin\theta$, slowly enough for the static current to apply. The third harmonic is the coefficient of $\sin3\theta$. For $\sin\theta|\sin\theta|$ it is

$$\frac2\pi\int_0^\pi\sin^2\theta\,\sin3\theta\,d\theta .$$

With $\sin^2\theta=(1-\cos2\theta)/2$ and $\cos2\theta\sin3\theta=(\sin5\theta+\sin\theta)/2$, the integral is

$$\frac12\cdot\frac23-\frac14\left(\frac25+2\right)=\frac13-\frac35=-\frac4{15},$$

and the coefficient is $-8/(15\pi)$. For the cubic term, $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$. Multiplying by $-GA^2/V_c$ and $-GA^3/(2V_c^2)$ respectively,

$$I_3\simeq\frac{8GA^2}{15\pi V_c}\ (n=1),\qquad I_3\simeq\frac{GA^3}{8V_c^2}\ (n=2).$$

At $A=10$ mV these are 40.7 nA and 0.50 nA. The full numerical currents give 39.7 nA and 0.50 nA, a ratio of about 80. At 20 mV the ratio is 39: it falls as $1/A$ to leading order. A smooth odd current cannot produce a third harmonic of order $A^2$, so if the device being modelled is smooth, the first-power law gives the wrong power of amplitude for weak signals about zero drain bias. Refitting $E_c$ changes the coefficient but not the power.

## How far the model reaches a real device

The parameters are rough typical values for a silicon n-channel transistor of the 180 nm class at 300 K. The largest omission considered here is series resistance. Put $R/2$ at each end, with $R=300$ ohm in all as a rough value. The external bias is $V_e=V+RI(V)$, so

$$\frac{dI}{dV_e}=\frac{I'}{1+RI'},\qquad
\frac{d^2I}{dV_e^2}=\frac{I''}{(1+RI')^3}.$$

At zero bias $RG=0.4316$, and the jump is divided by $1.4316^3=2.93$, from $-9.59$ to $-3.27$ mS/V. Resistance shrinks the jump but cannot remove it.

The other omissions considered here are estimated to be smaller:

- **Choice of gradient.** If the saturation term used the gradient of the band edge in place of $E$, the jump would shrink by roughly 5 to 10 %. The gradient of the lowest subband edge is smaller than $E$ by about the factor $1/(1+m\phi/V_{ov})$, or 5 %, where $\phi=46$ mV is the thermal voltage corrected for degeneracy when all electrons are placed in one two-dimensional subband with two valleys. Higher subbands lower this to about 4 %. For the potential at the interface itself the reduction is nearer 11 %, because the confinement energy also changes with the charge.
- **Local transport.** A non-degenerate estimate of the mean free path, $2(k_BT/q)\mu/v_T$ with $v_T=\sqrt{2k_BT/\pi m^*}$ and $m^*=0.19$ electron masses, is 13 nm, or 7 % of the channel. Degeneracy at this charge, in the same two-valley subband, raises it to about 16 nm, or 9 %. A local velocity law is therefore approximate here. If the ballistic correction is treated as a series resistance with $RG=0.09$, it divides the jump by about $1.09^3=1.3$.
- **Self-heating.** Its power is even in $V$ to leading order, so it adds a smooth cubic term. With a mobility falling as $T^{-1.5}$ and a rough thermal resistance of 7500 K/W, that term is about 4 % of the $n=2$ cubic term.

At a drain bias of 0.1 V an electron gains far less than the silicon gap of roughly 1.1 eV, so impact ionization plays no part.

Exchange symmetry requires $v(E)$ to be odd; it does not prove $v(E)$ smooth. Smoothness is a further physical assumption, reasonable when the steady electron distribution in a uniform material can be expanded in powers of the field. The first change of mobility is then of order $E^2$, and the jump at zero bias belongs to the first-power formula, not to the electrons.
